Thouless theorem: Slater determinants as exponentials of single excitations

**1. One electron in two orbitals**

Let c₁† and c₂† create an electron in two orthonormal orbitals. A general one-electron state is

|φ⟩ = (x c₁† + y c₂†)|0⟩.

Take c₁†|0⟩ as the reference. If x ≠ 0, we may divide by it. Since c₂†c₁ c₁†|0⟩ = c₂†|0⟩,

|φ⟩ = x (1 + z c₂†c₁) c₁†|0⟩, z = y/x.

The operator c₂†c₁ squares to zero, because its square contains c₁ twice. Its exponential series therefore stops after the linear term, and

|φ⟩ = x exp(z c₂†c₁) c₁†|0⟩.

The number x is the overlap with the reference. The number z does not change when x and y are multiplied by a common factor, so it labels the direction of the state and not its length. For x = cos θ and y = sin θ we have z = tan θ. At θ = 90° the state is orthogonal to the reference and z does not exist, although the state itself is perfectly regular.

For N electrons, the number x becomes a determinant, the ratio y/x becomes a matrix quotient, and the rest of the structure survives.

**2. Conventions and statement**

There are M orthonormal spin orbitals and N electrons, 0 < N < M. The operators obey

c_p c_q† + c_q†c_p = δ_pq, c_p c_q + c_q c_p = 0.

The reference is |Φ₀⟩ = c₁†c₂†…c_N†|0⟩. Indices i, j, k denote its occupied orbitals, a, b its virtual orbitals, and p, q any orbital. A complex M×N matrix Φ of rank N defines the determinant

|Φ⟩ = φ₁†φ₂†…φ_N†|0⟩, φ_j† = Σ_p c_p†Φ_pj.

The columns need not be orthonormal, and |Φ⟩ need not be normalised. Let Φ_occ be the upper N rows of Φ and Φ_virt the lower M−N rows. The theorem says that if ⟨Φ₀|Φ⟩ ≠ 0, then

|Φ⟩ = det(Φ_occ) exp(T)|Φ₀⟩, (1)

T = Σ_ai Z_ai c_a†c_i, Z = Φ_virt Φ_occ⁻¹. (2)

The scalar in (1) cannot be dropped in general. All quantities here are dimensionless.

**3. Amplitudes are minors**

Expanding the product of creators gives

|Φ⟩ = Σ_{p₁…p_N} Φ_{p₁1}…Φ_{p_N N} c_{p₁}†…c_{p_N}†|0⟩.

Terms with a repeated orbital vanish. Collect the terms that fill a given set J = {j₁ < … < j_N}. Each has p_k = j_σ(k) for some permutation σ, and sorting the anticommuting creators into ascending order gives the factor sgn σ. The amplitude on c_{j₁}†…c_{j_N}†|0⟩ is therefore

Σ_σ sgn(σ) Π_k Φ_{j_σ(k),k} = det Φ_J, (3)

where Φ_J contains the rows J of Φ. For J = {1,…,N} this is

⟨Φ₀|Φ⟩ = det Φ_occ.

Non-orthogonality to the reference is thus the same condition as invertibility of Φ_occ.

Now mix the columns with an invertible N×N matrix G. The rows J of ΦG form Φ_J G, whose determinant is det(Φ_J) det(G). Every amplitude acquires the same factor, so

|ΦG⟩ = det(G)|Φ⟩. (4)

Let W be the M×N matrix with the unit matrix on top and Z below. Then W Φ_occ has upper block Φ_occ and lower block Φ_virt Φ_occ⁻¹Φ_occ = Φ_virt, so Φ = W Φ_occ. Equation (4) gives

|Φ⟩ = det(Φ_occ)|W⟩. (5)

It remains to show that |W⟩ = exp(T)|Φ₀⟩.

**4. The exponential**

For one excitation and any creator c_q†,

[c_a†c_i, c_q†] = c_a†c_i c_q† − c_q†c_a†c_i
= c_a†(δ_iq − c_q†c_i) − c_q†c_a†c_i
= δ_iq c_a† − (c_a†c_q† + c_q†c_a†)c_i
= δ_iq c_a†.

The bracket in the third line vanishes by anticommutation. Summing with the weights Z_ai gives

[T, c_k†] = d_k†, d_k† = Σ_a c_a†Z_ak,
[T, c_b†] = 0.

Consider f(s) = exp(sT) c_k† exp(−sT). Its derivative is

f′(s) = exp(sT)[T, c_k†]exp(−sT) = exp(sT) d_k† exp(−sT) = d_k†.

The last step holds because d_k† contains virtual creators only, and these commute with T. Integrating from s = 0 to 1,

exp(T) c_k† exp(−T) = c_k† + Σ_a c_a†Z_ak. (6)

The right side is the creator belonging to column k of W. Since T|0⟩ = 0, we also have exp(T)|0⟩ = |0⟩. Inserting exp(−T)exp(T) after each creator,

exp(T)|Φ₀⟩ = [exp(T)c₁†exp(−T)]…[exp(T)c_N†exp(−T)] exp(T)|0⟩ = |W⟩.

Together with (5), this proves (1).

Each T moves one electron from an occupied to a virtual orbital. At most min(N, M−N) such moves are possible, so the series acting on |Φ₀⟩ ends at that order at the latest. Section 5 shows that the amplitudes of order n are n×n minors of Z, so the last nonzero order is the rank of Z. For N = 1 it is just 1 + T, as in Section 1.

T is not anti-Hermitian unless Z = 0, and exp(T) is not a unitary orbital rotation. It leaves the reference component equal to one and adds excited components, so the norm grows.

**5. Uniqueness, higher amplitudes and the converse**

Project (1) on a single excitation. Only the linear term of the series contains exactly one virtual electron, and

⟨Φ₀|c_i†c_a c_b†c_j|Φ₀⟩ = δ_ab δ_ij.

Therefore

Z_ai = ⟨Φ₀|c_i†c_a|Φ⟩ / ⟨Φ₀|Φ⟩. (7)

The state fixes Z uniquely. In auxiliary-field Monte Carlo, with |Φ₀⟩ as trial state and |Φ⟩ as walker, the right side is the virtual–occupied block of the mixed one-body density matrix ρ_pq = ⟨Φ₀|c_q†c_p|Φ⟩ / ⟨Φ₀|Φ⟩. In the transposed convention, with c_p†c_q in place of c_q†c_p, the virtual–occupied block vanishes and the occupied–virtual block is Zᵀ. Z can therefore be read off the mixed density matrix once that matrix is expressed in the occupied and virtual orbitals of the trial determinant (Section 10).

For double excitations, consider the term T²/2. The excitation operators commute with one another, because occupied and virtual indices never coincide. The product c_a†c_i c_b†c_j hence arises in two equal orders, which cancel the factor 1/2. The same final occupation is also reached with i and j exchanged:

c_a†c_j c_b†c_i = −c_a†c_i c_b†c_j.

The amplitude on c_a†c_i c_b†c_j|Φ₀⟩, relative to the reference amplitude, is consequently

Z_ai Z_bj − Z_aj Z_bi. (8)

At order n, the n! orderings cancel 1/n!, and the different pairings of holes with particles carry the sign of a permutation. The result is the n×n minor of Z. All higher amplitudes of a determinant are fixed by its single-excitation amplitudes.

The converse follows from the same counting. Every power of T beyond the zeroth leaves the reference configuration, so

⟨Φ₀|exp(T)|Φ₀⟩ = 1

for every finite Z. No determinant orthogonal to |Φ₀⟩ can be written in the form (1) with a nonzero scalar and finite Z.

**6. Coordinates on the Grassmann manifold**

The Grassmann manifold Gr(N,M) is the set of N-dimensional subspaces of the M-dimensional orbital space. Two matrices Φ and Φ′ span the same subspace precisely when Φ′ = ΦG with G invertible. Then

Z′ = Φ_virt G (Φ_occ G)⁻¹ = Φ_virt G G⁻¹Φ_occ⁻¹ = Z.

Conversely, equal Z means equal W, hence equal subspaces. Every complex (M−N)×N matrix Z is allowed, because its W has rank N. So Z supplies N(M−N) complex coordinates, one for each single excitation.

To see that these coordinates are smooth, use the orthogonal projector on the subspace,

P = W(W†W)⁻¹W†, W†W = 1 + Z†Z.

The matrix 1 + Z†Z is positive definite, so the inverse exists for all finite Z. The blocks needed are

P_oo = (1 + Z†Z)⁻¹, P_vo = Z(1 + Z†Z)⁻¹,

and therefore

Z = P_vo P_oo⁻¹. (9)

Both directions are smooth. The real and imaginary parts of Z are useful as separate real coordinates, since P depends on Z and on its complex conjugate.

The coordinates cover the subspaces with det Φ_occ ≠ 0. This set is open, because a determinant is continuous. It is also dense: if det Φ_occ = 0, add ε to the diagonal of Φ_occ. The polynomial det(Φ_occ + ε1) has leading term ε^N, so it has at most N roots and is nonzero for all sufficiently small ε ≠ 0. An arbitrarily small change brings the subspace into the patch.

The remaining subspaces need another reference. Since Φ has rank N, at least one minor det Φ_J is nonzero, and the configuration J can serve. Let W_J be the rows J of W and W_rest the other rows. Repeating Sections 3 and 4 with J as the occupied set gives

Z_J = W_rest W_J⁻¹, det Φ_J = det(W_J) det(Φ_occ). (10)

This change of coordinates is valid where det W_J ≠ 0. Its entries are rational functions of Z, so it is smooth there. The patches for all J cover the manifold.

**7. Norms, small amplitudes and the edge of the patch**

For two determinants |W₁⟩ and |W₂⟩ with unit reference amplitude, (3) gives the overlap as a sum over all N-orbital sets. The Cauchy–Binet identity turns it into one determinant:

⟨W₁|W₂⟩ = Σ_J det(W₁_J)* det(W₂_J) = det(W₁†W₂) = det(1 + Z₁†Z₂). (11)

Setting the two equal gives the normalised overlap with the reference,

|⟨Φ₀|Φ⟩| / ‖Φ‖ = det(1 + Z†Z)^(−1/2), (12)

where ‖Φ‖ is the norm of the many-electron state. For small Z the right side is 1 − ½Σ_ai|Z_ai|² up to fourth-order terms, while the change of the state itself is linear in Z. Near the reference, single excitations are therefore the tangent directions of the set of determinants.

In the opposite limit the normalised overlap tends to zero. Then det(1 + Z†Z) must diverge, so at least one singular value of Z diverges. If |Φ⟩ is kept normalised, the scalar in (1) has magnitude det(1 + Z†Z)^(−1/2) by (12), while ‖exp(T)|Φ₀⟩‖ = det(1 + Z†Z)^(1/2) by (11). The scalar goes to zero exactly as fast as the other factor grows, and the product keeps norm 1.

The rotation of Section 1 shows this directly. Let the rotation take orbital 1 into orbital 3 while a second electron stays in orbital 2. At 60° the overlap is 0.5 and Z₃₁ = 1.7321. At 89.9° the overlap is 0.001745 and Z₃₁ = 572.96, yet the state rebuilt from (1) still has norm 1. The sensitivity of the coordinate is

dZ₃₁/dθ = 1/cos²θ = 1 + Z₃₁²,

about 3.3×10⁵ per radian at 89.9°. A small error in the orbital is strongly magnified in Z. With orbitals 2 and 3 as reference, the corresponding coordinate has magnitude 1/572.96 = 0.001745, and the difficulty disappears.

**8. Propagating a walker**

After the auxiliary fields have been sampled, one step applies the exponential of a one-body operator, K̂ = Σ_pq K_pq c_p†c_q. The commutator

[K̂, c_q†] = Σ_p c_p†K_pq

follows from the first steps of Section 4 without restricting the indices. Each further commutator multiplies by another K, so

exp(K̂) c_q† exp(−K̂) = Σ_p c_p†B_pq, B = exp(K).

Since K̂|0⟩ = 0, the argument of Section 4 gives exp(K̂)|Φ⟩ = |BΦ⟩. Divide B into occupied and virtual blocks. Its action on W has the two blocks

D = B_oo + B_ov Z, C = B_vo + B_vv Z.

The rules (2) and (5), applied to BW, then give

Z′ = C D⁻¹, ⟨Φ₀|BΦ⟩ = det(D) ⟨Φ₀|Φ⟩. (13)

B is invertible, so the walker remains a determinant of rank N. But det D can vanish. Then the new walker is orthogonal to the reference and has no finite Z′ in this patch. The orbital matrix BΦ is still well defined.

**9. A complete example**

Take M = 4, N = 2 and

Φ_occ = [[2, 1], [1, 2]], Φ_virt = [[1, 0], [1, 3]].

Matrices are written row by row. The overlap with the reference is 2·2 − 1·1 = 3, and

Φ_occ⁻¹ = (1/3)[[2, −1], [−1, 2]].

Multiplying from the left by Φ_virt,

Z = (1/3)[[2, −1], [2 − 3, −1 + 6]] = [[2/3, −1/3], [−1/3, 5/3]].

The rows belong to orbitals 3 and 4, the columns to orbitals 1 and 2. Thus Z₃₁ = 2/3, Z₃₂ = Z₄₁ = −1/3 and Z₄₂ = 5/3.

When amplitudes refer to creators in ascending order, a sign must be traced. Replacing orbital 2 by orbital 3 gives c₁†c₃†|0⟩, already in order. Replacing orbital 1 gives c₃†c₂†|0⟩ = −c₂†c₃†|0⟩. The amplitudes divided by the overlap are therefore

(1,2): 1
(1,3): Z₃₂ = −1/3
(1,4): Z₄₂ = 5/3
(2,3): −Z₃₁ = −2/3
(2,4): −Z₄₁ = 1/3
(3,4): det Z = 10/9 − 1/9 = 1.

Multiplied by 3, they become 3, −1, 5, −2, 1 and 3, the values found by applying the creators directly. Their squares add to 9 + 1 + 25 + 4 + 1 + 9 = 49. The norm is 7 and the normalised overlap 3/7 = 0.4286. Equation (12) agrees, since det(1 + Z†Z) = 49/9 = 5.444.

If the exponential is cut to 1 + T, the (3,4) component is lost. Its share of the total weight is 9/49 = 0.184. The truncated state is not a determinant: by (7) it would have the same Z, and by (8) it would then need the missing amplitude det Z = 1.

With orbitals 3 and 4 as reference, W_J = Z and W_rest is the unit matrix. Equation (10) gives

Z_J = Z⁻¹ = [[5/3, 1/3], [1/3, 2/3]],

with scalar det Φ_J = 3. The state is the same, described in another patch.

Now apply a propagator whose exponent K has elements 0.1 between neighbouring orbitals and diagonal elements 0.2, −0.2, 0.2, −0.2. The blocks of B = exp(K) needed for the overlap are, to four decimals,

B_oo = [[1.2268, 0.1010], [0.1010, 0.8281]],
B_ov = [[0.0054, 0.0002], [0.1012, 0.0047]].

With the six-decimal values in the numerical output,

D = B_oo + B_ov Z = [[1.2303, 0.0995], [0.1669, 0.8023]],
det D = 1.230311·0.802276 − 0.099489·0.166880 = 0.9704 (entries of D kept to six decimals).

The overlap changes from 3 to 3·0.9704 = 2.911. The lower blocks give

C = B_vo + B_vv Z = [[0.7932, −0.1412], [−0.2070, 1.3434]],

and the new coordinates are

Z′ = C D⁻¹ = [[0.6800, −0.2603], [−0.4021, 1.7244]].

For instance, Z′₃₁ = (0.7932·0.8023 + 0.1412·0.1669)/0.9704 = 0.680. The initial Z was symmetric, but Z′ is not; symmetry was a property of the chosen starting matrix, not of the theorem.

The smaller overlap does not by itself show that the walker has turned away from the reference. B is not unitary and changes the norm too. The angle between the states must be judged from (12), which removes that change.

**10. Points for implementation**

A trial determinant is usually not made of the first N basis orbitals. Let the columns of Ψ be its orthonormal occupied orbitals and those of Ψ_v an orthonormal set of virtual orbitals. In the basis U = (Ψ, Ψ_v), the walker matrix is U†Φ, with blocks Ψ†Φ and Ψ_v†Φ. Hence

⟨Ψ|Φ⟩ = det(Ψ†Φ), Z = Ψ_v†Φ(Ψ†Φ)⁻¹.

Z need not be formed through an explicit inverse. Transposing Z Φ_occ = Φ_virt gives

Φ_occᵀ Zᵀ = Φ_virtᵀ,

a linear system with M−N right-hand sides. The factorisation used to solve it also supplies the determinant.

Columns of Φ may be re-orthonormalised by Φ = QR, with R invertible. Equation (4) gives |Φ⟩ = det(R)|Q⟩: Z is unchanged, but det R must be kept in the walker's scalar factor if its weight or phase depends on it.

Near the edge of the patch it is safer to store the orbital matrix as the walker and to compute Z when it is needed: Φ stays regular when the overlap vanishes, whereas Z diverges. The stored matrix must be re-orthonormalised at intervals, keeping Q with its scalar. Repeated multiplication by a non-unitary B generally turns all columns toward the same dominant direction, so a raw Φ becomes ill-conditioned and Z can no longer be recovered from it accurately in floating point. If Z itself is propagated by (13), a singular value of Z growing without bound signals the edge of the patch and calls for a change of reference by (10). The gain is limited. By (7), the entries of Z_J are ratios of amplitudes, so the configuration J with the largest |det Φ_J| has entries of magnitude at most 1 and singular values at most √(N(M−N)). That bound can be reached: one electron spread evenly over M orbitals has σ = √(M−1) in every patch. The raw value of det Φ_occ is not a suitable warning sign, because rescaling the columns changes it without changing the subspace; the singular values σ_k of Z are free of this ambiguity. The normalised overlap (12) is free of it too, but it equals the product of (1 + σ_k²)^(−1/2) over all k and can be very small for many electrons while Z is modest. If 100 orbitals are each rotated by 30° into their own virtual partners, the overlap is cos¹⁰⁰30° ≈ 6×10⁻⁷, every σ_k is tan 30° = 0.577, and no other configuration J has a larger overlap.

Calculated quantities

```
All quantities are dimensionless unless a unit is shown
Fock-space test cases (M, N): [(6, 3), (6, 2), (5, 3)]
Orbital matrix Phi (rows = orbitals 1 to 4):
             2           1
             1           2
             1           0
             1           3
Overlap <Phi0|Phi> from Fock space: 3.000000
Inverse of Phi_occ:
      0.666667   -0.333333
     -0.333333    0.666667
Z (rows = orbitals 3,4; columns = orbitals 1,2):
      0.666667   -0.333333
     -0.333333    1.666667
Amplitudes on c_p^dagger c_q^dagger|0>: raw, divided by overlap
   p,q = 1,2:   3.000000   1.000000
   p,q = 1,3:  -1.000000  -0.333333
   p,q = 1,4:   5.000000   1.666667
   p,q = 2,3:  -2.000000  -0.666667
   p,q = 2,4:   1.000000   0.333333
   p,q = 3,4:   3.000000   1.000000
det Z = 1.000000
det(1 + Z^T Z) = 5.444444
Norm of |Phi> = 7.000000, squared = 49.000000
Normalised overlap with reference = 0.428571
Weight lost when exp(T) is cut to 1+T = 0.183673
Z for reference 3,4 (rows = 1,2; columns = 3,4):
      1.666667    0.333333
      0.333333    0.666667
Propagator exponent: neighbour hopping 0.1, alternating field +/-0.2 (+ on orbital 1)
Propagator B = exp(K):
      1.226780    0.101003    0.005381    0.000168
      0.101003    0.828148    0.101171    0.004711
      0.005381    0.101171    1.232161    0.101003
      0.000168    0.004711    0.101003    0.823438
Z after the step:
      0.679990   -0.260337
     -0.402129    1.724402
Overlap factor = 0.970446, new overlap = 2.911339
Orbital 1 rotated into orbital 3: angle, overlap, Z_31, state norm
    30.0 deg   0.866025     0.577350   1.000000
    60.0 deg   0.500000     1.732051   1.000000
    89.0 deg   0.017452    57.289962   1.000000
    89.9 deg   0.001745   572.957213   1.000000
At 90 deg: overlap = 0.000000, state norm = 1.000000
```
